# Releasing one displaced atom in an infinite harmonic chain

**Question**

I have an infinite chain of identical masses \(m\), spacing \(a\), with nearest-neighbour springs \(K\). At \(t=0\) one atom is displaced by \(d\), all the others sit at their sites, and everything is at rest. I am asked to show that

\[
u_n(t)=J_{2n}(\omega_{\max}t),\qquad \omega_{\max}=2\sqrt{K/m},
\]

and then to extract a wavefront moving at the sound speed and a \(t^{-1/2}\) decay at a fixed atom.

I can write the solution as an integral over normal modes, but I don't see how the index \(2n\) appears, or where my \(d\) went. Stationary phase gives me \(t^{-1/2}\), but the amplitude becomes infinite just where the front should be. Why do the two places decay differently? And since \(J_{2n}\) is nonzero at any small \(t>0\), in what sense does the front travel at the speed of sound?

**Answer**

The formula as set is for unit displacement; in general \(u_n=d\,J_{2n}(\omega_{\max}t)\). It also needs the zero initial velocities you describe.

**From the modes to the Bessel function**

The equation of motion is

\[
m\ddot u_n=K(u_{n+1}+u_{n-1}-2u_n).
\]

Let \(k\) be the wavenumber times \(a\), and define \(U(k,t)=\sum_n u_n e^{-ikn}\). Shifting the index gives \(\sum_n u_{n\pm1}e^{-ikn}=e^{\pm ik}U\), so

\[
\ddot U=-\frac{2K}{m}(1-\cos k)\,U=-\frac{4K}{m}\sin^2\frac k2\;U .
\]

Each mode therefore oscillates at \(\omega=\omega_{\max}|\sin(k/2)|\). Initially \(U=d\) and \(\dot U=0\), hence \(U=d\cos\omega t\). The cosine is even, so the absolute value can be dropped. With \(\tau=\omega_{\max}t\), the inverse transform is

\[
\frac{u_n}{d}=\frac1{2\pi}\int_{-\pi}^{\pi}\cos(kn)\cos\!\left(\tau\sin\frac k2\right)dk ,
\]

because the part with \(\sin(kn)\) is odd in \(k\).

Now set \(k=2\theta\). This is where the index doubles:

\[
\frac{u_n}{d}=\frac2\pi\int_0^{\pi/2}\cos(2n\theta)\cos(\tau\sin\theta)\,d\theta
=\frac1\pi\int_0^{\pi}\cos(2n\theta)\cos(\tau\sin\theta)\,d\theta .
\]

The second equality holds because the integrand is unchanged by \(\theta\to\pi-\theta\). Under the same reflection \(\sin(2n\theta)\sin(\tau\sin\theta)\) changes sign, so its integral vanishes and it may be added:

\[
\frac{u_n}{d}=\frac1\pi\int_0^\pi\cos(2n\theta-\tau\sin\theta)\,d\theta=J_{2n}(\tau).
\]

The last equality is Bessel's integral, which can serve as the definition of \(J_\nu\) for integer \(\nu\).

To check the equation of motion directly, differentiate this integral once and use \(2\sin A\sin\theta=\cos(A-\theta)-\cos(A+\theta)\). This gives \(2J_\nu'=J_{\nu-1}-J_{\nu+1}\), and applying it twice gives

\[
4J_{2n}''=J_{2n-2}-2J_{2n}+J_{2n+2}.
\]

Since \(\omega_{\max}^2/4=K/m\), this is the chain equation. At \(\tau=0\) the integral is 1 for \(n=0\) and 0 otherwise, and \(J_{2n}'(0)=0\), as required. The motion is symmetric in \(n\), so I take \(n\ge0\) below.

**What arrives before the sound**

Differentiating \(p\) times produces \(2^{-p}\) times a sum of Bessel functions with indices from \(\nu-p\) to \(\nu+p\). At \(\tau=0\) only \(J_0\) survives, and it first appears at \(p=\nu\), with coefficient \(2^{-\nu}\). Thus, for small \(\tau\),

\[
\frac{u_n}{d}\simeq\frac{(\tau/2)^{2n}}{(2n)!}.
\]

The chain has no sharp light cone: Newton's equations with instantaneous springs let every atom start moving at once, though distant atoms move extremely little. What moves at the sound speed is the steepest point of the leading edge of the main front, as shown below.

**Stationary phase and its failure**

Write the integral over a full period, where there are no endpoint contributions:

\[
J_{2n}(\tau)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{i\phi(\theta)}d\theta,\qquad \phi=2n\theta-\tau\sin\theta .
\]

The phase is stationary where \(\phi'=2n-\tau\cos\theta=0\). The group velocity is \(a\,d\omega/dk=c\cos\theta\), with

\[
c=\frac{a\,\omega_{\max}}2=a\sqrt{K/m},
\]

and \(\tau=2ct/a\). The stationarity condition therefore reads \(na=ct\cos\theta\): site \(n\) is reached at time \(t\) by the waves whose group velocity is \(na/t\).

For \(2n<\tau\) the stationary points are \(\pm\theta_s\), with \(\theta_s=\arccos(2n/\tau)\). At \(\theta_s\),

\[
\phi''=\tau\sin\theta_s=S,\qquad S=\sqrt{\tau^2-4n^2},\qquad \phi=2n\theta_s-S .
\]

The Gaussian integral is \(\int e^{iSx^2/2}dx=\sqrt{2\pi/S}\,e^{i\pi/4}\). The point \(-\theta_s\) gives the complex conjugate, so

\[
\frac{u_n}{d}\simeq\sqrt{\frac{2}{\pi S}}\cos\!\left(S-2n\theta_s-\frac\pi4\right).
\]

Your infinity is \(S\to0\) at \(2n=\tau\), that is, at \(na=ct\). There the two stationary points merge at \(\theta=0\) and the quadratic term vanishes. The divergence belongs to the approximation; the integral itself never exceeds 1 in magnitude.

**The front**

Let \(N=ct/a=\tau/2\) be the distance sound has travelled, in lattice spacings. Near \(\theta=0\),

\[
\phi=2(n-N)\theta+\frac{N\theta^3}{3}-\frac{N\theta^5}{60}+\dots
\]

Put \(\theta=N^{-1/3}q\) and \(z=2(n-N)/N^{1/3}\). Then

\[
\phi=zq+\frac{q^3}{3}-\frac{q^5}{60\,N^{2/3}}+\dots
\]

At fixed \(z\) and large \(N\) the quintic term drops out. Parts of the zone away from \(\theta=0\) have no stationary phase, so the limits can be extended to infinity:

\[
\frac{u_n}{d}\simeq\frac{N^{-1/3}}{2\pi}\int_{-\infty}^{\infty}e^{i(zq+q^3/3)}dq
=N^{-1/3}\,\mathrm{Ai}(z).
\]

The front is centred at \(na=ct\) in this sense: \(\mathrm{Ai}''(0)=0\), so \(z=0\) is the steepest point of the leading edge, and the displacement there is \(\mathrm{Ai}(0)/\mathrm{Ai}(z_1)=0.355/0.536=0.66\) of the crest height found below. Its width grows as \(t^{1/3}\) and its height falls as \(t^{-1/3}\).

The quintic term gives the error. To first order it multiplies the integrand by \(1-iq^5/(60N^{2/3})\), and \(iq^5e^{izq}=\partial_z^5e^{izq}\), so the correction is \(-\mathrm{Ai}^{(5)}(z)/(60N)\). Repeated use of \(\mathrm{Ai}''=z\,\mathrm{Ai}\) gives

\[
\begin{aligned}
\mathrm{Ai}'''&=\mathrm{Ai}+z\,\mathrm{Ai}',\\
\mathrm{Ai}^{(4)}&=2\,\mathrm{Ai}'+z^2\mathrm{Ai},\\
\mathrm{Ai}^{(5)}&=4z\,\mathrm{Ai}+z^2\mathrm{Ai}'.
\end{aligned}
\]

With \(60N=30\tau\), the correction to \(u_n/d\) is

\[
-\frac{4z\,\mathrm{Ai}(z)+z^2\mathrm{Ai}'(z)}{30\,\tau}.
\]

It vanishes at the centre, \(z=0\).

**The crest lags behind the sound**

Coming from the side \(z>0\), the first maximum of \(\mathrm{Ai}\) is at \(z_1=-1.01879\), with \(\mathrm{Ai}(z_1)=0.53566\). The prefactor \(N^{-1/3}\) varies slowly compared with \(z\), so to leading order site \(n\) has its first crest when \(z=z_1\):

\[
\tau_{\rm crest}\simeq2n+|z_1|\,n^{1/3},\qquad
\frac{u_{\rm crest}}d\simeq\mathrm{Ai}(z_1)\,n^{-1/3}.
\]

At a given time the crest is near \(n=N-\tfrac12|z_1|N^{1/3}\). Differentiating with respect to \(N\) gives its speed,

\[
\frac{v_{\rm crest}}{c}\simeq1-\frac{|z_1|}{6}N^{-2/3}.
\]

The lag keeps growing, yet the speed tends to \(c\) from below. Between sites 2000 and 4000 the computed mean speed is \(0.9992\,c\).

**Decay at a fixed atom**

Now hold \(n\) fixed and let \(\tau\to\infty\). The stationary point moves to \(\theta=\pi/2\), which is the zone boundary \(k=\pi\), where the group velocity is zero. With \(\theta=\pi/2+x\),

\[
\phi=n\pi-\tau+2nx+\frac{\tau x^2}2-\frac{\tau x^4}{24}+\dots
\]

Expand \(e^{i\phi}\) about the quadratic part. Averages weighted by \(e^{i\tau x^2/2}\) are \(\langle x^2\rangle=i/\tau\) and \(\langle x^4\rangle=-3/\tau^2\). The linear term contributes \(-2n^2\langle x^2\rangle\) at second order, and the quartic term contributes \(-i\tau\langle x^4\rangle/24\). The total factor is

\[
1-\frac{2in^2}{\tau}+\frac{i}{8\tau}=1-i\,\frac{16n^2-1}{8\tau}.
\]

Adding the conjugate point and writing \(\chi=\tau-n\pi-\pi/4\),

\[
\frac{u_n}d\simeq\sqrt{\frac2{\pi\tau}}\left[\cos\chi-\frac{16n^2-1}{8\tau}\sin\chi\right].
\]

The leading term is \((-1)^n\sqrt{2/(\pi\tau)}\cos(\tau-\pi/4)\). It needs \(\tau\gg1\) and \(\tau\gg n^2\); having the front pass the site is not enough. Neighbouring atoms then move in antiphase at a frequency approaching \(\omega_{\max}\).

The two exponents measure how much of the zone stays in phase. A quadratic phase \(\tau x^2\) leaves a range of order \(\tau^{-1/2}\), and a cubic phase \(\tau\theta^3\) leaves the larger range \(\tau^{-1/3}\).

A numerical split of the zone confirms which waves are responsible. At \(\tau=400\), keep waves with \(|k|<1\) and fade them out smoothly by \(|k|=2\). At the front, site 200, these long waves give \(u/d=0.06073\) out of a full \(0.06071\). At atom 0 they give \(1.3\times10^{-8}\), while the full value is \(-0.0388\).

**Numbers**

Take round model values \(m=50\) u \(=8.3027\times10^{-26}\) kg, \(K=20\) N/m, \(a=0.25\) nm and \(d=5\) pm. Then

\[
\omega_{\max}=2\sqrt{\frac{20}{8.3027\times10^{-26}}}=3.104\times10^{13}\ \text{rad/s},
\]

\[
c=\tfrac12(0.25\times10^{-9})(3.104\times10^{13})=3880\ \text{m/s}.
\]

Sound reaches site 100 at \(\tau=200\), or \(t=6.443\) ps. The profile at that moment, from direct diagonalization of a long finite chain, is:

| Site | Chain, \(u/d\) | Airy, \(u/d\) |
|---:|---:|---:|
| 94 | −0.0374 | −0.0364 |
| 98 | 0.1143 | 0.1140 |
| 100 | 0.0765 | 0.0765 |
| 102 | 0.0341 | 0.0342 |
| 106 | 0.0029 | 0.0029 |

For the first crest at site 100, \(100^{1/3}=4.642\). The predicted delay is \(1.01879\times4.642=4.73\) in \(\tau\), and the chain gives 4.74, or 0.153 ps. The predicted height is \(0.53566/4.642=0.1154\), and the chain gives 0.1149, or 0.574 pm.

At 10 ps, \(\tau=310.41\). The envelope at atom 0 is \(\sqrt{2/(310.41\,\pi)}=0.0453\). The leading formula gives \(u_0/d=-0.007998\) and the chain gives \(-0.007980\); the difference agrees with the \(1/(8\tau)\) correction. The envelope falls to 0.01 when

\[
\tau=\frac{2}{\pi(0.01)^2}=6366,\qquad t=205\ \text{ps}.
\]

Powers fitted to the chain's motion are \(-0.329\) for crest height against \(n\), \(0.331\) for crest delay against \(n\), both over sites 35 to 140, and \(-0.500\) for the extrema of atom 0 against time over \(40<\tau<300\). The crest powers depend on the range fitted: over sites 500 to 4000 they are \(-0.333\) and \(0.333\). The numerical check also tests the correction terms.

These results assume an infinite chain. In a finite one they hold at a given atom until reflections from the ends matter there. Springs to further neighbours change \(\omega(k)\), and the single Bessel function is then lost. Anharmonic forces couple the modes, so the mode sum itself no longer solves the problem. The numbers above belong to the harmonic model only, and \(d/a=0.02\) is not small for a realistic bond: with a Lennard-Jones bond of the same \(K\) and \(a\), the peak near the arrival time at site \(+100\) is about \(0.30\,d\) instead of \(0.115\,d\), and the symmetry in \(n\) is lost. At \(d/a=10^{-4}\) the harmonic crest height is recovered to within 1 %.

## Computed results

```
mass m = 50.0 u = 8.30270e-26 kg
spring constant K = 20.0 N/m
spacing a = 0.25 nm
initial displacement d = 5.0 pm
omega_max = 3.10410e+13 rad/s
sound speed c = 3880.1 m/s
largest |lattice - Bessel|, u/d = 3.4e-14
sound arrival at site 100: tau = 200.000
sound arrival at site 100: t = 6.4431 ps
profile at that time: site, lattice u/d, Airy u/d
    94  -0.03745  -0.03642
    96   0.08163   0.08142
    98   0.11435   0.11403
   100   0.07649   0.07649
   102   0.03410   0.03417
   104   0.01129   0.01132
   106   0.00294   0.00294
largest Airy error, sites 94-106, u/d = 1.0e-03
first zero of Ai': z1 = -1.01879
Ai(z1) = 0.53566
Ai(0) = 0.35503
crest at site 100: tau, lattice = 204.741
crest delay in tau, lattice = 4.741
crest delay in tau, formula = 4.729
crest delay, lattice = 0.1527 ps
crest height u/d, lattice = 0.11486
crest height u/d, formula = 0.11540
crest height, lattice = 0.5743 pm
fitted power of crest height in n = -0.3292
fitted power of crest delay in n = 0.3312
crest speed / c, sites 2000 to 4000 = 0.99917
fitted power of atom-0 extrema in t = -0.5000
atom 0 at 10.0 ps: tau = 310.410
atom 0 then: u/d, lattice = -0.007980
atom 0 then: u/d, formula = -0.007998
atom 0 then: envelope u/d = 0.045287
envelope equals 0.01 at tau = 6366.2
envelope equals 0.01 at t = 205.1 ps
largest |u_0|/d within that half cycle = 0.010000
zone division at tau = 400, long waves |ka| < 1 to 2:
  site 0: all waves u/d = -0.038825
  site 0: long waves only u/d = 1.3e-08
  site 200: all waves u/d = 0.060709
  site 200: long waves only u/d = 0.060728
```
